# Why an all-low-resistance background maximizes sneak conductance in a linear crossbar: a numerical check

```python
"""
Result under test: in a linear crossbar with floating unselected lines, the
two-terminal sneak conductance (selected cell removed) is largest when every
background cell is in its low-resistance state (LRS), for any fixed positive
wire-segment conductances.
Symbols: M word lines, N bit lines; (s, t) selected word and bit line;
cell = array of M*N cell conductances; wire = segment conductance(s);
S, T = driven ends of selected word and bit line, at potentials 1 and 0;
drop = potential difference across an edge; HRS = high-resistance state.
"""
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve, eigsh


class Crossbar:
    """Edges: first all cells (word node to bit node), then wire segments."""

    def __init__(self, M, N, s, t):
        self.M, self.N, self.s, self.t = M, N, s, t
        word = np.arange(M * N).reshape(M, N)
        bit = word + M * N
        S, T = 2 * M * N, 2 * M * N + 1
        tail = np.concatenate([word.ravel(), [S], [bit[0, t]],
                               word[:, :-1].ravel(), bit[:-1, :].ravel()])
        head = np.concatenate([bit.ravel(), [word[s, 0]], [T],
                               word[:, 1:].ravel(), bit[1:, :].ravel()])
        count = len(tail)
        rows = np.concatenate([np.arange(count), np.arange(count)])
        cols = np.concatenate([tail, head])
        signs = np.concatenate([np.ones(count), -np.ones(count)])
        self.B = sparse.csr_matrix((signs, (rows, cols)),
                                   shape=(count, 2 * M * N + 2))
        self.small = 2 * M * N < 300
        self.dense = self.B.toarray() if self.small else None
        self.n_wire = count - M * N
        self.selected = s * N + t

    def edge_conductances(self, cell, wire):
        return np.concatenate([cell, np.ones(self.n_wire) * wire])

    def background(self, value, selected_value=0.0):
        cell = np.ones(self.M * self.N) * value
        cell[self.selected] = selected_value
        return cell


def solve(net, cell, wire):
    """Terminal conductance, edge drops and node potentials from Kirchhoff."""
    c = net.edge_conductances(cell, wire)
    if net.small:
        B = net.dense
        L = B.T @ (c[:, None] * B)
        inner = np.linalg.solve(L[:-2, :-2], -L[:-2, -2])
    else:
        B = net.B
        L = (B.T @ sparse.diags(c) @ B).tocsc()
        inner = spsolve(L[:-2, :-2], -L[:-2, -2].toarray().ravel())
    v = np.concatenate([inner, [1.0, 0.0]])
    return float((L @ v)[-2]), B @ v, v


def solve_ideal(cell, M, N, s, t):
    """Nodal analysis with one node per line (no wire resistance)."""
    g = cell.reshape(M, N)
    L = np.zeros((M + N, M + N))
    L[:M, M:] = -g
    L[M:, :M] = -g.T
    L -= np.diag(L.sum(axis=1))
    free = [k for k in range(M + N) if k not in (s, M + t)]
    v = np.zeros(M + N)
    v[s] = 1.0
    v[free] = np.linalg.solve(L[np.ix_(free, free)], -L[free, s])
    return float((L @ v)[s])


rng = np.random.default_rng(7)

# Every background of a small array with unequal wire segments
net = Crossbar(3, 4, 1, 2)
wires = rng.uniform(0.5, 10.0, net.n_wire)
others = [k for k in range(12) if k != net.selected]
n_bg = 2 ** len(others)
G_all = np.empty(n_bg)
for mask in range(n_bg):
    cell = net.background(0.05)
    for b, k in enumerate(others):
        if mask >> b & 1:
            cell[k] = 1.0
    G_all[mask] = solve(net, cell, wires)[0]
flips = np.array([G_all[m | 1 << b] - G_all[m] for m in range(n_bg)
                  for b in range(len(others)) if not m >> b & 1])
assert flips.min() > -1e-12
assert G_all[-1] >= G_all.max() - 1e-12
print(f"3x4 array: backgrounds enumerated = {n_bg}, flips = {len(flips)}")
print(f"3x4 smallest change on HRS->LRS flip = {flips.min():.2e} G_LRS")
print(f"3x4 sneak, all HRS / all LRS = {G_all[0]:.5f} / {G_all[-1]:.5f} G_LRS")

# Energy decomposition for a trial potential, and derivative of conductance
cell = net.background(1.0)
cell[others] = rng.uniform(0.05, 1.0, len(others))
G0, drop0, v0 = solve(net, cell, wires)
c0 = net.edge_conductances(cell, wires)
noise = rng.normal(size=len(v0))
noise[-2:] = 0.0
trial_energy = np.sum(c0 * (net.dense @ (v0 + noise)) ** 2)
noise_energy = np.sum(c0 * (net.dense @ noise) ** 2)
assert abs(np.sum(c0 * drop0 ** 2) - G0) < 1e-11
assert abs(trial_energy - G0 - noise_energy) < 1e-9 * trial_energy
step = 1e-4
worst = 0.0
for k in others:
    up, down = cell.copy(), cell.copy()
    up[k] += step
    down[k] -= step
    slope = (solve(net, up, wires)[0] - solve(net, down, wires)[0]) / (2 * step)
    worst = max(worst, abs(slope - drop0[k] ** 2))
assert worst < 1e-6
print(f"largest |dG/dg - drop^2| by finite difference = {worst:.1e}")

# Ideal-wire formula against nodal analysis, and as limit of good wires
net = Crossbar(5, 7, 3, 2)
formula = 4 * 6 / (5 + 7 - 1)
nodal = solve_ideal(net.background(1.0), 5, 7, 3, 2)
assert abs(nodal - formula) < 1e-12
assert abs(solve(net, net.background(1.0), 1e6)[0] - formula) < 1e-4
print(f"5x7 ideal wires: nodal = {nodal:.6f}, formula = {formula:.6f} G_LRS")

# A wire resistance at which one unselected cell has no voltage
net = Crossbar(8, 8, 7, 7)
probe = 6 * 8 + 4


def probe_drop(log_r, selected_value):
    cells = net.background(1.0, selected_value)
    return solve(net, cells, 10.0 ** -log_r)[1][probe]


assert probe_drop(-4, 0.0) < 0 < probe_drop(2, 0.0)
r_zero = 10 ** brentq(probe_drop, -4, 2, args=(0.0,), xtol=1e-13)
full = net.background(1.0)
G_full = solve(net, full, 1 / r_zero)[0]
lowered = full.copy()
lowered[probe] = 0.01
tie = solve(net, lowered, 1 / r_zero)[0] - G_full
control = full.copy()
control[7 * 8] = 0.01
loss = solve(net, control, 1 / r_zero)[0] - G_full
assert abs(tie) < 1e-10 and loss < -1e-6
print(f"8x8 tuned segment resistance / R_LRS = {r_zero:.6f}")
print(f"8x8 sneak at tuned wires = {G_full:.6f} G_LRS")
print(f"8x8 change, zero-drop cell to HRS = {tie:.1e} G_LRS")
print(f"8x8 change, control cell to HRS = {loss:.3e} G_LRS")

# Terminal current minus selected-cell current is not monotone
r_branch = 10 ** brentq(probe_drop, -4, 2, args=(1.0,), xtol=1e-13)
cases = []
for shift in (-0.1, -0.01, -0.001, 0.001, 0.01, 0.1):
    r = r_branch * (1 + shift)
    full = net.background(1.0, 1.0)
    lowered = full.copy()
    lowered[probe] = 0.01
    G_f, d_f, _ = solve(net, full, 1 / r)
    G_l, d_l, _ = solve(net, lowered, 1 / r)
    branch_change = (G_l - d_l[net.selected]) - (G_f - d_f[net.selected])
    cases.append((branch_change, G_l - G_f, r))
gain, total_change, r_case = max(cases)
assert gain > 1e-10 and total_change < 1e-12
print(f"branch-definition counterexample at r/R_LRS = {r_case:.6f}")
print(f"  branch sneak change, cell to HRS = {gain:+.3e} G_LRS*V")
print(f"  total current change, same flip = {total_change:+.3e} G_LRS*V")

# Worked example: rough regime of low-current hafnium-oxide memory
M = N = 32
R_lrs, R_hrs, V_read = 50e3, 5e6, 0.1
pitch, width, height, resistivity = 40e-9, 20e-9, 40e-9, 1e-7
r_seg = resistivity * pitch / (width * height)
g_lrs, g_hrs, g_wire = 1 / R_lrs, 1 / R_hrs, 1 / r_seg
net = Crossbar(M, N, M - 1, N - 1)
print(f"example: {M}x{N}, LRS {R_lrs/1e3:.0f} kohm, HRS {R_hrs/1e6:.0f} Mohm,"
      f" read {V_read:.1f} V")
print(f"pitch {pitch*1e9:.0f} nm, wire {width*1e9:.0f} x {height*1e9:.0f} nm,"
      f" resistivity {resistivity*1e8:.0f} uohm cm")
print(f"wire segment resistance = {r_seg:.2f} ohm")

all_lrs = net.background(g_lrs)
all_hrs = net.background(g_hrs)
mixed = np.where(rng.random(M * N) < 0.5, g_lrs, g_hrs)
mixed[net.selected] = 0.0
G_lrs, drop_lrs, v_lrs = solve(net, all_lrs, g_wire)
G_mix, drop_mix, _ = solve(net, mixed, g_wire)
G_hrs = solve(net, all_hrs, g_wire)[0]
G_ideal = g_lrs * (M - 1) * (N - 1) / (M + N - 1)
lower = np.sum((all_lrs - mixed) * drop_lrs[:M * N] ** 2)
upper = np.sum((all_lrs - mixed) * drop_mix[:M * N] ** 2)
assert G_hrs < G_mix < G_lrs < G_ideal
assert lower <= G_lrs - G_mix <= upper
n_low = int(np.sum(mixed == g_lrs))
au = constants.e ** 2 / constants.hbar
print(f"sneak, all LRS = {G_lrs*1e6:.3f} uS = {G_lrs/au:.5f} a.u.")
print(f"sneak resistance, all LRS = {1/G_lrs:.1f} ohm")
print(f"sneak, random ({n_low} of {M*N-1} LRS) = {G_mix*1e6:.3f} uS")
print(f"sneak, all HRS = {G_hrs*1e6:.3f} uS")
print(f"ideal-wire upper bound = {G_ideal*1e6:.3f} uS")
print(f"loss all LRS -> random = {(G_lrs-G_mix)*1e6:.3f} uS")
print(f"  its lower / upper bound = {lower*1e6:.3f} / {upper*1e6:.3f} uS")

drops = drop_lrs[:M * N].reshape(M, N) * V_read * 1e3
unselected = drops[:-1, :-1]
smallest = np.abs(np.delete(drops.ravel(), net.selected)).min()
print(f"unselected drops: {unselected.min():.3f} to {unselected.max():.3f} mV")
print(f"ideal unselected drop = {-V_read*1e3/(M+N-1):.3f} mV")
print(f"unselected cells with reversed polarity = {int((unselected>0).sum())}")
print(f"smallest |drop| over background cells = {smallest:.2e} mV")

near = Crossbar(M, N, 0, 0)
G_near = solve(near, near.background(g_lrs), g_wire)[0]
G_on = solve(net, net.background(g_lrs, g_lrs), g_wire)[0]
G_off = solve(net, net.background(g_lrs, g_hrs), g_wire)[0]
print(f"all-LRS sneak, cell nearest drivers = {G_near*1e6:.3f} uS")
print(f"total, selected LRS / HRS = {G_on*1e6:.3f} / {G_off*1e6:.3f} uS")
print(f"relative read difference = {100*(G_on/G_off-1):.2f} %")

# Neglected effect: cell current g*V0*sinh(V/V0), full network by Newton
V0 = 0.3
v = v_lrs * V_read
for _ in range(12):
    d = net.B @ v
    dc = d[:M * N]
    current = np.concatenate([all_lrs * V0 * np.sinh(dc / V0),
                              g_wire * d[M * N:]])
    slope = np.concatenate([all_lrs * np.cosh(dc / V0),
                            np.ones(net.n_wire) * g_wire])
    balance = net.B.T @ current
    J = (net.B.T @ sparse.diags(slope) @ net.B).tocsc()
    v[:-2] -= spsolve(J[:-2, :-2], balance[:-2])
assert np.abs(balance[:-2]).max() < 1e-12
I_linear = G_lrs * V_read
print(f"sinh cells (V0 = {V0:.1f} V): current change = "
      f"{100*(balance[-2]/I_linear-1):+.3f} %")

# Neglected effects: hot wires and spread of the LRS
alpha, heating = 0.003, 60.0
G_hot = solve(net, all_lrs, g_wire / (1 + alpha * heating))[0]
G_spread = solve(net, 1.1 * all_lrs, g_wire)[0]
assert G_hot < G_lrs < G_spread
print(f"wires {heating:.0f} K hotter ({alpha:.3f}/K): sneak change = "
      f"{100*(G_hot/G_lrs-1):+.3f} %")
print(f"all LRS conductances +10 %: sneak change = "
      f"{100*(G_spread/G_lrs-1):+.3f} %")

# Neglected effects: current density, self-heating, oxide field
k_oxide, oxide = 1.0, 5e-9
density = I_linear / (width * height)
delta_T = I_linear ** 2 * r_seg / pitch / k_oxide
print(f"all-LRS sneak current = {I_linear*1e6:.3f} uA")
print(f"peak wire current density = {density*1e-10:.3f} MA/cm2")
print(f"wire self-heating, {k_oxide:.0f} W/(m K) oxide = {delta_T:.3f} K")
print(f"largest field, {oxide*1e9:.0f} nm oxide = "
      f"{V_read/oxide*1e-8:.3f} MV/cm")

# Neglected effect: capacitive settling; uS and aF give times in ps
eps_r = 20.0
cap_cell = eps_r * constants.epsilon_0 * width ** 2 / oxide * 1e18
cap_node = 0.2e-9 * pitch * 1e18
cap_edges = np.concatenate([np.ones(M * N) * cap_cell, np.zeros(net.n_wire)])
C = net.B.T @ sparse.diags(cap_edges) @ net.B
C = (C + cap_node * sparse.identity(C.shape[0])).tocsc()[:-2, :-2]
settling = []
for cells in (all_lrs, all_hrs):
    c = net.edge_conductances(cells, g_wire) * 1e6
    L = (net.B.T @ sparse.diags(c) @ net.B).tocsc()[:-2, :-2]
    rate = eigsh(L, k=1, M=C, sigma=0.0, which="LM",
                 v0=np.ones(L.shape[0]), return_eigenvectors=False)[0]
    settling.append(1 / rate)
assert min(settling) > 0
print(f"capacitance: cell {cap_cell:.2f} aF, line node {cap_node:.2f} aF")
print(f"slowest settling, all LRS / all HRS = "
      f"{settling[0]:.3f} / {settling[1]:.3f} ps")
print("all tests passed")
```

Running it gives:

```
3x4 array: backgrounds enumerated = 2048, flips = 11264
3x4 smallest change on HRS->LRS flip = 7.43e-10 G_LRS
3x4 sneak, all HRS / all LRS = 0.04824 / 0.60507 G_LRS
largest |dG/dg - drop^2| by finite difference = 1.1e-08
5x7 ideal wires: nodal = 2.181818, formula = 2.181818 G_LRS
8x8 tuned segment resistance / R_LRS = 0.150832
8x8 sneak at tuned wires = 0.850948 G_LRS
8x8 change, zero-drop cell to HRS = -2.7e-15 G_LRS
8x8 change, control cell to HRS = -9.368e-02 G_LRS
branch-definition counterexample at r/R_LRS = 0.112071
  branch sneak change, cell to HRS = +3.641e-05 G_LRS*V
  total current change, same flip = -1.915e-06 G_LRS*V
example: 32x32, LRS 50 kohm, HRS 5 Mohm, read 0.1 V
pitch 40 nm, wire 20 x 40 nm, resistivity 10 uohm cm
wire segment resistance = 5.00 ohm
sneak, all LRS = 295.062 uS = 1.21218 a.u.
sneak resistance, all LRS = 3389.1 ohm
sneak, random (516 of 1023 LRS) = 118.984 uS
sneak, all HRS = 3.050 uS
ideal-wire upper bound = 305.079 uS
loss all LRS -> random = 176.077 uS
  its lower / upper bound = 168.148 / 189.421 uS
unselected drops: -1.622 to -1.490 mV
ideal unselected drop = -1.587 mV
unselected cells with reversed polarity = 0
smallest |drop| over background cells = 1.49e+00 mV
all-LRS sneak, cell nearest drivers = 294.200 uS
total, selected LRS / HRS = 313.119 / 295.244 uS
relative read difference = 6.05 %
sinh cells (V0 = 0.3 V): current change = +0.400 %
wires 60 K hotter (0.003/K): sneak change = -0.584 %
all LRS conductances +10 %: sneak change = +9.642 %
all-LRS sneak current = 29.506 uA
peak wire current density = 3.688 MA/cm2
wire self-heating, 1 W/(m K) oxide = 0.109 K
largest field, 5 nm oxide = 0.200 MV/cm
capacitance: cell 14.17 aF, line node 8.00 aF
slowest settling, all LRS / all HRS = 13.927 / 1351.253 ps
all tests passed
```
